# Casimir-Polder C6 for Hydrogen and Helium, with London and Slater-Kirkwood Estimates, part 2

Two like ground-state atoms at distance $R$ attract with energy $-C_6/R^6$, if $R$ is large compared with the atomic sizes and small compared with $c/\omega$ for the relevant excitation energies $\omega$. Here $C_6$ is calculated for hydrogen and helium and compared with simple estimates. The algebra uses atomic units, $\hbar=m_e=e=1$; numerical values are mostly in eV and Å.

An atom has $N$ electrons, Hamiltonian $H$, ground state $\psi_0$ with energy $E_0$, and ionization energy $I$. $D_z$ is the sum of the electrons' $z$ coordinates, measured from the nucleus. Excited P levels have excitation energies $\omega_n$ (the lowest is $\omega_1$), matrix elements $z_n=\langle n|D_z|0\rangle$ and oscillator strengths $f_n=2\omega_n|z_n|^2$, with $\sum_nf_n=N$. For atoms $A$ and $B$,

$$
C_6=6\sum_{n,m}\frac{|z_n^A|^2|z_m^B|^2}{\omega_n^A+\omega_m^B}
=\frac32\sum_{n,m}\frac{f_n^Af_m^B}{\omega_n^A\omega_m^B(\omega_n^A+\omega_m^B)}. \tag{8}
$$

The response at imaginary frequency is $\alpha(i\omega)=\sum_nf_n/(\omega_n^2+\omega^2)$, with static value $\alpha$. One-pole estimates have the form $\frac34\alpha^2w$: London takes $w=I$, Slater-Kirkwood $w=\Omega=\sqrt{N/\alpha}$. The latter is an upper bound because, with $g(t)=t/(1+\omega^2t)$,

$$
\alpha(i\omega)\le N\,g(\alpha/N)=\frac{\alpha}{1+\omega^2/\Omega^2}. \tag{15}
$$

The choice $w=\omega_1$ gives a lower bound. With $p_n=f_n/(\alpha\omega_n^2)$, the effective energy is

$$
\omega_{\rm eff}=\frac{4C_6}{3\alpha^2}=\sum_{n,m}p_np_m\,\frac{2\omega_n\omega_m}{\omega_n+\omega_m},\qquad \omega_1\le\omega_{\rm eff}\le\Omega. \tag{17}
$$

Diagonalizing $H$ in a finite set of localized P functions gives pseudostates, whose $\omega_n$ and $f_n$ enter these sums as if they were levels. If $\psi_0$ is exact and the set contains $D_z\psi_0$, the sum rule still holds.

Now let $K=H_A+H_B-2E_0$ and $g=D_{A,z}D_{B,z}\psi_0^A\psi_0^B$, so that $C_6=6\langle g|K^{-1}|g\rangle$. For exact $\psi_0$ and any real trial function $\phi$ made of products of P functions,

$$
2\langle\phi|g\rangle-\langle\phi|K|\phi\rangle=\langle g|K^{-1}|g\rangle-\langle\phi-K^{-1}g|K|\phi-K^{-1}g\rangle\le\langle g|K^{-1}|g\rangle. \tag{19}
$$

The pseudostate $C_6$ is six times the largest left side within the set. It cannot exceed the true value, and enlarging the set cannot lower it.

**Hydrogen with two functions.** Write a P function with zero angular momentum along $z$ as $u(r)Y_{10}/r$. The ground state has $u_{1s}=2re^{-r}$ and $E_0=-\tfrac12$. The radial operator for excitation energies is

$$
h-E_0=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12, \tag{20}
$$

where $1/r^2$ is the centrifugal term $l(l+1)/(2r^2)$ for $l=1$. The angular integral of $Y_{10}\cos\theta\,Y_{00}$ is $1/\sqrt3$, so $z_n=\frac1{\sqrt3}\int u_n\,r\,u_{1s}\,dr$.

Take $u_a=r^2e^{-r}$ and $u_b=r^3e^{-r}$. Their second derivatives are $(2-4r+r^2)e^{-r}$ and $(6r-6r^2+r^3)e^{-r}$. Equation (20) then gives

$$
(h-E_0)u_a=re^{-r},\qquad (h-E_0)u_b=(2r^2-2r)e^{-r}. \tag{21}
$$

With $\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}$, the overlap matrix $S$ and the matrix $M$ of $h-E_0$ are

$$
S=\begin{pmatrix}3/4&15/8\\15/8&45/8\end{pmatrix},\qquad
M=\begin{pmatrix}3/8&3/4\\3/4&9/4\end{pmatrix}. \tag{22}
$$

The condition $\det(M-\omega S)=0$ reads

$$
\left(\tfrac38-\tfrac34\omega\right)\left(\tfrac94-\tfrac{45}8\omega\right)-\left(\tfrac34-\tfrac{15}8\omega\right)^2=\tfrac9{64}\left(5\omega^2-7\omega+2\right)=0,
$$

with the roots $\omega=2/5$ and $\omega=1$, that is, 10.88 eV and 27.21 eV. The first lies between the true 2p excitation at 10.20 eV and the ionization energy of 13.61 eV. The second lies in the continuum.

For $\omega=2/5$ the matrix $M-\omega S$ has $3/40$ as its upper left element and zeros elsewhere. The eigenvector is therefore $u_b$ alone, with squared norm $45/8$. For $\omega=1$ the eigenvector is $3u_a-u_b$, with squared norm $9\cdot\frac34-6\cdot\frac{15}8+\frac{45}8=\frac98$. Since $ru_{1s}=2u_a$, the dipole integrals with $u_a$ and $u_b$ are $2S_{aa}/\sqrt3=3/(2\sqrt3)$ and $2S_{ab}/\sqrt3=15/(4\sqrt3)$. Hence

$$
|z_1|^2=\frac{(15/4)^2/3}{45/8}=\frac56,\qquad
|z_2|^2=\frac{(9/2-15/4)^2/3}{9/8}=\frac16, \tag{23}
$$

and $f_1=2\cdot\frac25\cdot\frac56=\frac23$, $f_2=2\cdot1\cdot\frac16=\frac13$. Their sum is 1, as required. The static polarizability is

$$
\alpha=\frac{2/3}{4/25}+\frac13=\frac{25}6+\frac13=\frac92. \tag{24}
$$

This is the exact value for the model Hamiltonian. By (21), $(h-E_0)(2u_a+u_b)=2r^2e^{-r}=ru_{1s}$, so the full static response lies in the set. At nonzero $\omega$ it does not, and $C_6$ is still approximate. The double sum (8) gives

$$
C_6=\frac32\left[\frac{4/9}{2(2/5)^3}+2\,\frac{2/9}{(2/5)(7/5)}+\frac{1/9}{2}\right]
=\frac32\left[\frac{125}{36}+\frac{50}{63}+\frac1{18}\right]=\frac{363}{56}=6.482. \tag{25}
$$

In the other units this is 3.873 eV Å$^6$. The function $u_a$ alone has $\omega=M_{aa}/S_{aa}=\frac12$ and $f=1$, and gives $C_6=3/(4\omega^3)=6$, or 3.585 eV Å$^6$. Three functions of the sequence $r^{k+2}e^{-r}$ give 3.8830 eV Å$^6$. Five and twelve both give 3.8833 eV Å$^6$, so the result is

$$
C_6(\mathrm H)=6.499\ \text{hartree bohr}^6=3.883\ \text{eV Å}^6. \tag{26}
$$

The sequence rises, in agreement with (19), and the two-function value lies 0.26 % below the converged one. As an independent test, the two-atom equation $K\phi=g$ was solved on a radial grid without any sum over states. It gave 3.8838 eV Å$^6$, which differs from (26) by about 0.01 %, well within the tolerance allowed for the grid.

**Helium: the functions.** For helium the repulsion between the electrons must be included in both the ground state and the response. With $r_{12}=|\mathbf r_1-\mathbf r_2|$,

$$
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac2{r_1}-\frac2{r_2}+\frac1{r_{12}}. \tag{27}
$$

The ground state is a spin singlet, so its spatial part is symmetric under exchange of the electrons. It is expanded in

$$
\left(r_1^ir_2^j+r_1^jr_2^i\right)r_{12}^k\,e^{-\beta(r_1+r_2)},\qquad i+j+k\le L. \tag{28}
$$

The dipole operator does not act on spin and leads to singlet P states of odd parity. They are the components of a vector built from $\mathbf r_1$ and $\mathbf r_2$, and symmetry under exchange fixes the second coefficient function in terms of the first:

$$
\boldsymbol\Psi=\mathbf r_1F(r_1,r_2,r_{12})+\mathbf r_2F(r_2,r_1,r_{12}),\qquad F=r_1^ir_2^jr_{12}^k\,e^{-\beta(r_1+r_2)}. \tag{29}
$$

The same $L$ and $\beta$ are used in (28) and (29). The set then contains $D_z\psi_0$, obtained by choosing $F=\psi_0$.

**Helium: the integrals.** Matrix elements for the $z$ component equal one third of the sum over all three components, by rotational invariance. The integrands then depend on $r_1,r_2,r_{12}$ alone. At fixed $r_1$ and $r_2$, the relation $r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta$ gives $r_{12}\,dr_{12}=r_1r_2\sin\theta\,d\theta$. The volume element, after integration over the overall orientation, is therefore

$$
d^3r_1\,d^3r_2\;\to\;8\pi^2\,r_1r_2r_{12}\,dr_1\,dr_2\,dr_{12}. \tag{30}
$$

The three distances must satisfy the triangle inequalities. The perimetric coordinates

$$
u=r_2+r_{12}-r_1,\quad v=r_1+r_{12}-r_2,\quad s=r_1+r_2-r_{12} \tag{31}
$$

turn these conditions into independent ranges from $0$ to $\infty$. The inverse relations are $r_1=(v+s)/2$, $r_2=(u+s)/2$, $r_{12}=(u+v)/2$, with Jacobian $1/4$. The exponential in a product of two functions becomes $e^{-2\beta(r_1+r_2)}=e^{-\beta(u+v+2s)}$.

The kinetic energy is used in the form $\frac12\sum_{e}\int\nabla_e\psi\cdot\nabla_e\phi$, obtained by partial integration. For a function of the three distances,

$$
\nabla_1F=\frac{\partial F}{\partial r_1}\frac{\mathbf r_1}{r_1}+\frac{\partial F}{\partial r_{12}}\frac{\mathbf r_1-\mathbf r_2}{r_{12}},\qquad
\nabla_2F=\frac{\partial F}{\partial r_2}\frac{\mathbf r_2}{r_2}-\frac{\partial F}{\partial r_{12}}\frac{\mathbf r_1-\mathbf r_2}{r_{12}}. \tag{32}
$$

For the vector functions the product rule adds the derivative of the explicit $\mathbf r_1$ or $\mathbf r_2$:

$$
\partial_{1,j}\Psi_k=\delta_{jk}F+r_{1,k}\,\partial_{1,j}F+r_{2,k}\,\partial_{1,j}\tilde F,\qquad \tilde F(r_1,r_2,r_{12})=F(r_2,r_1,r_{12}), \tag{33}
$$

and for electron 2 the first term is $\delta_{jk}\tilde F$. All scalar products of $\mathbf r_1$ and $\mathbf r_2$ are polynomials in the distances, for example $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r_{12}^2)/2$. The denominators left by (32) and by the potential contain each distance at most once, and the factor $r_1r_2r_{12}$ in (30) cancels them. Every integral is thus a polynomial times exponentials in $u,v,s$. Gauss-Laguerre quadrature with enough points evaluates it without quadrature error, apart from rounding.

**Helium: the result.** With $\beta=1.7$ and $L=8$ there are 165 P functions. The ground-state energy is $-79.014$ eV. The ion left after ionization has energy $-2$ hartree, so $I=24.59$ eV. The oscillator strengths add up to 2.000004; the small excess over 2 is possible because $\psi_0$ is approximate. The static polarizability is 0.2050 Å$^3$, and

$$
C_6(\mathrm{He})=1.461\ \text{hartree bohr}^6=0.873\ \text{eV Å}^6. \tag{34}
$$

For $L=6$ the value is 0.873001 eV Å$^6$ and for $L=8$ it is 0.872979 eV Å$^6$. The slight fall does not contradict (19), which assumes an exact $\psi_0$; here the ground state changes with $L$ as well. For $L=12$ the value is 0.872974 eV Å$^6$, so the digits in (34) are stable. With the ground state held at $L=12$ and only the P set enlarged, $C_6$ rises, from 0.87204 eV Å$^6$ at order 2 to 0.87297 eV Å$^6$ at order 6 and beyond.

Two further tests address different parts of the calculation. Without the term $1/r_{12}$, each atom consists of two independent electrons in the field of charge $Z=2$. Lengths then scale as $1/Z$ and energies as $Z^2$, so (8) gives $Z^{-4}/Z^2=Z^{-6}$ for one electron per atom. Two electrons double each polarizability. The result must be $4/64$ of the hydrogen value, and the calculation reproduces this.

With the repulsion restored, a full configuration-interaction calculation in a Gaussian basis of s, p and d functions, with a weak static field applied, gives $\alpha=0.2052$ Å$^3$. This is within about 0.1 % of the value above. Its energy without field, $-78.976$ eV, lies slightly higher. The last digit of this $\alpha$ is not converged: the zero-field limit in the same basis is 0.2051 Å$^3$, and two added f shells raise the finite-field value to 0.2053 Å$^3$, so the comparison holds at the level of 0.1 to 0.2 %.

Both values of $C_6$ belong to nonrelativistic atoms with fixed nuclei. They omit relativistic effects, nuclear motion and retardation, and are not measured coefficients.

**Placing the estimates.** For hydrogen $\alpha=0.66683$ Å$^3$, and the common factor in the one-pole formulas is $\frac34\alpha^2=0.33350$ Å$^6$. Multiplication by the respective energy gives

$$
\begin{aligned}
\text{London},\ w=I:&\quad0.33350\times13.606=4.54\ \text{eV Å}^6\quad(+16.8\,\%),\\
\text{Slater-Kirkwood}:&\quad0.33350\times12.828=4.28\ \text{eV Å}^6\quad(+10.2\,\%),\\
\text{London},\ w=\omega_1:&\quad0.33350\times10.204=3.40\ \text{eV Å}^6\quad(-12.4\,\%).
\end{aligned} \tag{35}
$$

The percentages are relative to (26). For helium $\frac34\alpha^2=\frac34(0.20497)^2=0.031510$ Å$^6$, and relative to (34)

$$
\begin{aligned}
\text{London},\ w=I:&\quad0.031510\times24.592=0.775\ \text{eV Å}^6\quad(-11.2\,\%),\\
\text{Slater-Kirkwood}:&\quad0.031510\times32.721=1.031\ \text{eV Å}^6\quad(+18.1\,\%),\\
\text{London},\ w=\omega_1:&\quad0.031510\times21.248=0.670\ \text{eV Å}^6\quad(-23.3\,\%).
\end{aligned} \tag{36}
$$

In the last line $\omega_1$ belongs to the lowest pseudostate. The set (29), with equal exponents for both electrons, is chosen for the response and not for that level, so this line is a lower bound for the pseudospectrum and not a converged property of helium. With larger sets $\omega_1$ falls to 21.222 eV, and the line becomes 0.669 eV Å$^6$ ($-23.4\,\%$).

The Slater-Kirkwood value lies above $C_6$ for both atoms, as (15) requires. The usual London value changes sides. For hydrogen this can be seen without computing $C_6$: $I=\frac12$ exceeds $\Omega=\sqrt{1/(9/2)}=0.471$, so the London value is larger than the Slater-Kirkwood upper bound. For helium $I$ lies between $\omega_1$ and $\Omega$, where the bounds do not decide. The calculated $\omega_{\rm eff}=27.71$ eV is larger than $I$, and London's value is therefore too small. In hydrogen $\omega_{\rm eff}=11.64$ eV is smaller than $I$.

Equation (17) gives this difference a physical meaning. An average of harmonic means can exceed $I$ only if some pairs have a harmonic mean above $I$, and such a pair has at least one member in the continuum. In helium, transitions into the continuum therefore carry enough of the polarizability to lift the effective energy above the ionization threshold. A one-pole model placed at the threshold misses this.

The effective energies also indicate where the nonretarded result ceases to hold. The length $c/\omega_{\rm eff}$ is 169 Å for hydrogen and 71 Å for helium. The $R^{-6}$ law with the coefficients (26) and (34) requires separations well below these lengths and well above the atomic sizes, and the window is narrow. For hydrogen the next multipole term, $-C_8/R^8$, adds 5.4 % at 10 Å and 1.3 % at 20 Å, while retardation removes 0.45 % at 20 Å and 1.2 % at 35 Å. For helium, with the literature value $C_8=14.12$ hartree bohr$^8$, the $C_8$ term adds 2.7 % at 10 Å and 1.2 % at 15 Å, while retardation removes 0.7 % at 10 Å, 1.4 % at 15 Å and 14 % at 70 Å. There is no separation at which both corrections are below 1 % for helium, although they have opposite signs and partly cancel. The numerical output lists the values with further digits.

## Table of computed values

```
1 hartree bohr^6 = 0.597527 eV A^6
H, two pseudostates:
  excitation 10.8846 eV, f = 0.666667
  excitation 27.2114 eV, f = 0.333333
H C6,  1 functions: 3.58516 eV A^6
H C6,  2 functions: 3.87325 eV A^6
H C6,  3 functions: 3.88300 eV A^6
H C6,  5 functions: 3.88334 eV A^6
H C6, 12 functions: 3.88334 eV A^6
H C6, radial grid: 3.8838 eV A^6
He ground energy: -79.01434 eV
He full CI energy: -78.9763 eV
He full CI alpha: 0.20517 A^3
He C6, order 6: 0.873001 eV A^6
He C6, order 8: 0.872979 eV A^6
He P functions, order 8: 165
H results:
  C6 = 6.4990 hartree bohr^6
  C6 = 3.8833 eV A^6
  static alpha = 0.66683 A^3
  sum of f = 1.000000
  lowest pseudostate w1 = 10.204 eV
  effective energy = 11.644 eV
  ionization energy I = 13.606 eV
  sqrt(N/alpha) = 12.828 eV
  London, w1: 3.4031 eV A^6, -12.4 %
  London, I: 4.5375 eV A^6, +16.8 %
  Slater-Kirkwood: 4.2780 eV A^6, +10.2 %
  c/w at effective energy: 169 A
He results:
  C6 = 1.4610 hartree bohr^6
  C6 = 0.8730 eV A^6
  static alpha = 0.20497 A^3
  sum of f = 2.000004
  lowest pseudostate w1 = 21.248 eV
  effective energy = 27.706 eV
  ionization energy I = 24.592 eV
  sqrt(N/alpha) = 32.721 eV
  London, w1: 0.6695 eV A^6, -23.3 %
  London, I: 0.7749 eV A^6, -11.2 %
  Slater-Kirkwood: 1.0310 eV A^6, +18.1 %
  c/w at effective energy: 71 A
```
